\section*{Why zero damping can make dispersion repulsive and Becke-Johnson damping does not}

\section{Two denominators}

Two atoms in their ground states at distance $R$ attract each other through dispersion with the leading energy $-C/R^6$, where $C>0$, as long as $R$ is small enough that the finite speed of light can be neglected. This expression diverges as $R\to0$, and it was derived for atoms whose electron clouds do not overlap. A dispersion correction added to a density-functional calculation therefore multiplies it by a damping function $f(R)$ that tends to 1 at large $R$. Consider two such functions, with a length $R_0>0$ and a number $a>0$:
\begin{equation}
f_{\rm r}=\frac{R^6}{R^6+R_0^6},\qquad
f_{\rm z}=\frac{1}{1+a(R_0/R)^{12}}=\frac{R^{12}}{R^{12}+aR_0^{12}} .
\end{equation}
The first is the rational form used in Becke-Johnson damping. The second is the Chai-Head-Gordon form with exponent 12, an example of zero damping: it makes the energy vanish at $R=0$.

Write $s=R^6$, which grows with $R$, and $b=\sqrt a\,R_0^6$. Multiplying each $f$ by $-C/R^6=-C/s$ gives
\begin{align}
E_{\rm r}&=-\frac{C}{s}\,\frac{s}{s+R_0^6}=-\frac{C}{s+R_0^6},\\
E_{\rm z}&=-\frac{C}{s}\,\frac{s^2}{s^2+b^2}=-\frac{C}{s+b^2/s}.
\end{align}
In the second line, numerator and denominator were divided by $s$ at the end. All the difference lies in the denominators. The first, $s+R_0^6$, grows steadily with $s$. The energy $E_{\rm r}$ therefore rises steadily with distance, and the atoms attract at every $R>0$. The second can be written as
\begin{equation}
s+\frac{b^2}{s}=2b+\frac{(s-b)^2}{s},
\end{equation}
which is smallest at $s=b$ and grows on both sides. The energy has its minimum there:
\begin{equation}
R_*=a^{1/12}R_0,\qquad E_{\rm z}(R_*)=-\frac{C}{2b}=-\frac{C}{2\sqrt a\,R_0^6}.
\end{equation}
At $R<R_*$ the energy falls as the atoms separate, so the force pushes them apart. A term introduced to describe attraction has become repulsive, although its energy is negative at every $R>0$.

\section{The force responds to the slope of the damping function}

Now let the undamped energy be $-C/R^n$, with $n=6$ or $8$, and let $C$ not depend on $R$. The radial force is $F=-dE/dR$, so that $F>0$ means repulsion. From $E=-Cf/R^n$ and the product rule,
\begin{equation}
F=C\frac{d}{dR}\left(\frac{f}{R^n}\right)
=C\left(\frac{f'}{R^n}-\frac{nf}{R^{n+1}}\right).
\end{equation}
Taking out $f/R^{n+1}$ leaves
\begin{equation}
F=\frac{Cf}{R^{n+1}}\,(\sigma-n),\qquad
\sigma=\frac{R f'}{f}=\frac{d\ln f}{d\ln R}.
\label{eq:force}
\end{equation}
Since the prefactor is positive, the force is repulsive where $\sigma>n$ and attractive where $\sigma<n$. The term $-n$ is the ordinary attraction, weakened by $f$. The term $\sigma$ arises because separating the atoms also switches more of the dispersion energy on. If $f$ grows faster than $R^{-n}$ decays, separation lowers the energy.

A numerical model shows how little the energy itself says about this. Take $C=40\,E_{\rm h}a_0^6$, $n=6$ and $R_0=6\,a_0$, where $E_{\rm h}$ is the hartree and $a_0$ the bohr. These are round parameters and represent no particular atoms. Besides the rational form, take the Fermi function
\begin{equation}
f_{\rm F}=\frac{1}{1+e^{-d(x-1)}},\qquad x=\frac{R}{R_0},\qquad d=20.
\end{equation}
At $R=R_0$ both functions equal $1/2$, so both give
\begin{equation}
E=-\frac{40\times0.5}{6^6}\,E_{\rm h}=-0.4287\ {\rm m}E_{\rm h}.
\end{equation}
Their logarithmic slopes, derived below, are $\sigma=10$ for Fermi and $\sigma=3$ for the rational form. The common prefactor in Eq.~(\ref{eq:force}) is $0.4287/6=0.07145\ {\rm m}E_{\rm h}/a_0$, hence
\begin{align}
F_{\rm F}&=0.07145\,(10-6)=+0.286\ {\rm m}E_{\rm h}/a_0,\\
F_{\rm r}&=0.07145\,(3-6)=-0.214\ {\rm m}E_{\rm h}/a_0.
\end{align}
The same energy at the same distance goes with opposite forces.

\section{What the value at zero distance decides}

Part of the answer needs no formula for $f$. Suppose that $E$ is smooth and negative for $0<R<\infty$ and tends to zero at both ends. It must then have a minimum at some finite $R_m$. The work done by the force between zero distance and the minimum is
\begin{equation}
\int_0^{R_m}F\,dR=E(0)-E(R_m)=-E(R_m)=|E(R_m)|>0 .
\label{eq:work}
\end{equation}
A force that was attractive throughout this interval would make the integral negative, so there must be repulsion somewhere inside it. Changing the parameters can move or weaken the repulsion. It cannot remove it while the energy still vanishes at both ends.

The short-range power of $f$ tells which case applies. If $f\simeq cR^p$ with $c>0$ as $R\to0$, then
\begin{equation}
E\simeq-Cc\,R^{p-n}.
\end{equation}
For $p>n$ the energy goes to zero and Eq.~(\ref{eq:work}) demands repulsion. For $p<n$ it goes to $-\infty$. For $p=n$ it approaches the finite value $-Cc$, and the leading power no longer fixes the sign of the force. A finite value at $R=0$ thus permits attraction at all distances but does not guarantee it; that has to be shown for the particular form.

\section{Chai-Head-Gordon damping}

With a general exponent $\alpha>0$ the function is $f=1/(1+ax^{-\alpha})$. Its logarithm is $\ln f=-\ln(1+ax^{-\alpha})$. Because $d(x^{-\alpha})/d\ln x=-\alpha x^{-\alpha}$,
\begin{equation}
\sigma=\frac{\alpha a x^{-\alpha}}{1+ax^{-\alpha}}=\alpha(1-f).
\end{equation}
The last step uses $1-f=ax^{-\alpha}/(1+ax^{-\alpha})$. As $R$ runs from zero to infinity, $f$ rises from 0 to 1 and $\sigma$ falls steadily from $\alpha$ to 0. If $\alpha>n$, it passes the value $n$ once. If $\alpha\le n$, it is below $n$ for all $R>0$, and there is no repulsion.

At the crossing, $\alpha(1-f_*)=n$ gives $f_*=1-n/\alpha$. Inverting,
\begin{equation}
1+ax_*^{-\alpha}=\frac1{f_*}=\frac{\alpha}{\alpha-n}
\quad\Longrightarrow\quad
ax_*^{-\alpha}=\frac{n}{\alpha-n},
\end{equation}
and therefore
\begin{equation}
R_*=R_0\left[\frac{a(\alpha-n)}{n}\right]^{1/\alpha},\qquad
E(R_*)=-\frac{C}{R_*^n}\left(1-\frac n\alpha\right).
\label{eq:chg}
\end{equation}
The force is repulsive at every $0<R<R_*$ and attractive beyond.

For the model pair with $a=6$ and $\alpha=12$, the bracket is $6\times6/6=6$. The crossing lies at $R_*=6^{1/12}\times6\,a_0=6.97\,a_0$, or 3.69~\AA. There $f_*=1/2$, and the energy is $-0.175\ {\rm m}E_{\rm h}$, or $-0.459$ kJ/mol. By Eq.~(\ref{eq:work}), the repulsive force does $0.175\ {\rm m}E_{\rm h}$ of work between $R=0$ and $R_*$.

Two limits of Eq.~(\ref{eq:chg}) are useful. As $\alpha\to\infty$, the bracket grows only in proportion to $\alpha$, so its $\alpha$th root tends to 1. Then $R_*\to R_0$ and the depth tends to $C/R_0^n$. The damping function has become a step, and the repulsion is concentrated at that step.

In the other limit let $\alpha=n+\delta$ with $\delta\to0^+$. The bracket is $a\delta/n$, so $R_*\to0$. The depth becomes
\begin{equation}
\frac{C}{R_0^n}\,\frac{\delta}{\alpha}\left(\frac{a\delta}{n}\right)^{-n/\alpha}
\longrightarrow\frac{C}{R_0^n}\,\frac{\delta}{n}\,\frac{n}{a\delta}
=\frac{C}{aR_0^n},
\end{equation}
where $\delta^{1-n/\alpha}=\delta^{\delta/\alpha}\to1$ was used. The repulsive region shrinks to nothing while the well keeps a finite depth. What remains at $\alpha=n$ is an energy with its lowest value at $R=0$. For $a=1$ this is the rational form.

\section{Rational damping}

For $f=R^n/(R^n+R_0^n)$ the slope is the previous result with $\alpha=n$, namely $\sigma=n(1-f)$. Since $f>0$ at every $R>0$, $\sigma$ stays below $n$. Inserting $\sigma-n=-nf$ in Eq.~(\ref{eq:force}) gives
\begin{equation}
F=-\frac{nC}{R^{n+1}}\,f^2=-\frac{nC\,R^{n-1}}{(R^n+R_0^n)^2}.
\label{eq:rat}
\end{equation}
The undamped force $-nC/R^{n+1}$ is multiplied by $f^2$, which cannot be negative. The Chai-Head-Gordon form with $\alpha=2n$ has $\sigma-n=n(1-2f)$, so there the corresponding factor is $f(2f-1)$. It is negative while $f<1/2$, and this reverses the force.

The rational force vanishes as $R^{n-1}$ at short range and as $R^{-n-1}$ at long range. Its greatest strength lies where the derivative of $\ln|F|$ is zero:
\begin{equation}
\frac{n-1}{R}-\frac{2nR^{n-1}}{R^n+R_0^n}=0 .
\end{equation}
Multiplication by $R(R^n+R_0^n)$ gives $(n-1)(R^n+R_0^n)=2nR^n$, or $(n+1)R^n=(n-1)R_0^n$. Thus
\begin{equation}
R=R_0\left(\frac{n-1}{n+1}\right)^{1/n}.
\end{equation}
In the model this is $(5/7)^{1/6}\times6\,a_0=5.67\,a_0$, where $F=-0.220\ {\rm m}E_{\rm h}/a_0$. The energy at zero distance is $-40/6^6\,E_{\rm h}=-0.857\ {\rm m}E_{\rm h}$, or $-2.25$ kJ/mol. Closer approach weakens the attraction without reversing it.

\section{Fermi damping has two crossings or none}

For large $d$ the Fermi function is very small at short range, like a zero-damping function, but its value at the origin is not zero:
\begin{equation}
f_{\rm F}(0)=\frac1{1+e^d}.
\end{equation}
For $d=20$ this is $2.06\times10^{-9}$. Multiplied by $-C/R^n$, even so small a number gives an energy that goes to $-\infty$. The force must therefore be attractive again at very short range.

With $q=e^{-d(x-1)}$ we have $f=1/(1+q)$ and $dq/dx=-dq$, where the $d$ on the right is the steepness parameter. Hence
\begin{equation}
\sigma=x\,\frac{d\,q}{1+q}=d\,x\,(1-f).
\end{equation}
At $x=1$ this is $d/2=10$, the value used above. Unlike the Chai-Head-Gordon slope, it vanishes at $x=0$ as well as at infinity, because of the factor $x$.

Since $q/(1+q)=1/(1+e^{d(x-1)})$, the condition $\sigma>n$ reads
\begin{equation}
dx>n\left(1+e^{dx-d}\right).
\end{equation}
Put $u=dx-n$. Then $u>n\,e^{u+n-d}$, and multiplication by the positive factor $e^{-u}$ gives
\begin{equation}
u\,e^{-u}>n\,e^{n-d}.
\label{eq:u}
\end{equation}
The derivative of the left side is $(1-u)e^{-u}$. The left side therefore rises to its maximum $1/e$ at $u=1$ and then falls towards zero. A repulsive region exists if $n e^{n-d}<1/e$. Taking logarithms, $\ln n+n-d<-1$, or
\begin{equation}
d>n+1+\ln n .
\end{equation}
For $n=6$ the threshold is $d=8.79$. At the threshold the force touches zero at $u=1$ without becoming repulsive; below it, the force is attractive at every distance.

Above the threshold, Eq.~(\ref{eq:u}) holds between two roots. At the roots $(-u)e^{-u}=-ne^{n-d}$. The Lambert function $W_k(z)$ is defined by $W_ke^{W_k}=z$, with two real branches $k=0$ and $k=-1$ for $-1/e<z<0$. So $-u=W_k$, and
\begin{equation}
R_k=\frac{R_0}{d}\left[n-W_k\!\left(-n\,e^{n-d}\right)\right],\qquad k=0,-1.
\end{equation}
The branch $k=0$ has $|W|<1$ and gives the inner crossing; $k=-1$ gives the outer one. Going outwards, the force changes from attraction to repulsion at the inner crossing, an energy maximum, and back to attraction at the outer crossing, an energy minimum.

For $d=20$ and $n=6$ the right side of Eq.~(\ref{eq:u}) is $6e^{-14}\approx5\times10^{-6}$. The small root is nearly equal to this number, so the inner crossing is close to $x=n/d=0.3$, or $R=1.80\,a_0$. The origin of this value is simple. Well inside $R_0$ the function grows as $e^{dR/R_0}$, at the relative rate $d/R_0$, while $R^{-n}$ decays at the relative rate $n/R$. The two rates balance at $R=nR_0/d$.

The large root is $u=14.91$. It gives $x=(6+14.91)/20=1.0455$ and $R=6.27\,a_0$, or 3.32~\AA. At a crossing $\sigma=n$, so $1-f=n/(d\,x)$ with $d\,x=20.91$. The damping function there is $1-6/20.91=0.713$, and the energy is $-0.468\ {\rm m}E_{\rm h}$, or $-1.23$ kJ/mol. At the inner maximum it is only $-0.00098\ {\rm m}E_{\rm h}$. Between these two points the term behaves much like a true zero-damped one. The divergence appears further in: at $R=0.1\,a_0$ the energy is already $-115\ {\rm m}E_{\rm h}$.

\section{The three forces side by side}

The forces of the model pair, in ${\rm m}E_{\rm h}/a_0$, follow from Eq.~(\ref{eq:force}). CHG denotes the Chai-Head-Gordon form with $a=6$ and $\alpha=12$.

\begin{center}
\begin{tabular}{rrrr}
$R/a_0$ & Fermi & CHG & rational\\
5 & $+0.178$ & $+0.054$ & $-0.193$\\
6 & $+0.286$ & $+0.087$ & $-0.214$\\
8 & $-0.114$ & $-0.065$ & $-0.082$\\
12 & $-0.0067$ & $-0.0067$ & $-0.0065$
\end{tabular}
\end{center}

At $12\,a_0$ the forms nearly agree. The rational force is about 3\% weaker than the undamped one, because $f=0.985$ there and $f^2=0.969$. At 5 and $6\,a_0$ the forms disagree about the sign.

The largest repulsion, located numerically by bisection on the second derivative of $E$, is $0.434\ {\rm m}E_{\rm h}/a_0$ at $5.69\,a_0$ for Fermi and $0.088\ {\rm m}E_{\rm h}/a_0$ at $5.92\,a_0$ for CHG. The Fermi well is also 2.7 times deeper. Both wells have depth $Cf_*/R_*^6$, so this ratio is the product of $0.713/0.5=1.43$ and $(6.966/6.273)^6\approx1.88$. These differences belong to the chosen parameters. With a common $R_0$, $a=6$ places the CHG switch further out than the Fermi switch.

None of these forces is the total force between two atoms. The repulsion of overlapping closed shells is described by the density-functional calculation to which the term is added. A CHG term with $\alpha>n$ and fixed $C$ adds its own repulsion to that for pairs closer than $R_*$; a rational term with fixed positive $C$ and fixed $R_0$ adds attraction. The repulsion found here follows from the way the correction is switched off, not from Pauli exclusion.

\section{Several terms, and where the rule ends}

A correction may also contain a $C_8/R^8$ term. Take $C_6=40\,E_{\rm h}a_0^6$, $C_8=1600\,E_{\rm h}a_0^8$, and CHG damping with $a=6$ and exponents 14 and 16 for the two terms. Equation~(\ref{eq:chg}) gives the separate crossings
\begin{align}
R_6&=R_0\left(\frac{6\times8}{6}\right)^{1/14}=6.96\,a_0,\\
R_8&=R_0\left(\frac{6\times8}{8}\right)^{1/16}=6.71\,a_0.
\end{align}
Below the smaller distance both forces are repulsive, and above the larger both are attractive. Any sign change of the sum lies between them. A numerical search with bisection finds one, at $6.82\,a_0$.

With rational damping and non-negative weights, every term is attractive or absent, and so is the sum. A negative weight $-w$ on the $C_8$ term removes this guarantee. From Eq.~(\ref{eq:rat}), with the same $R_0$ in both terms, the force at $R=R_0$ is
\begin{equation}
F(R_0)=-\frac{6C_6}{4R_0^7}+\frac{8wC_8}{4R_0^9},
\end{equation}
because the squared denominators are $4R_0^{12}$ and $4R_0^{16}$. It is repulsive if $wC_8/(C_6R_0^2)>3/4$. For $w=1$ the model has $40/36=1.11$, and the numerical search finds repulsion from 4.59 to $7.85\,a_0$.

The coefficient may also depend on the geometry. If $C$ varies with $R$, differentiating $E=-C(R)f/R^n$ adds $d\ln C/d\ln R$ to $\sigma$ in Eq.~(\ref{eq:force}). For rational damping $\sigma-n=-nf$, so the force is repulsive where
\begin{equation}
\frac{d\ln C}{d\ln R}>n f .
\end{equation}
Well inside $R_0$ the right side is close to zero, so even a slight growth of $C$ with separation is enough. Corrections whose coefficients are interpolated in the coordination number have a geometry-dependent $C$, and their rationally damped terms can repel at bonding distances. The statement that rational damping never produces repulsion thus concerns pair terms with fixed positive coefficients, fixed positive damping radii and non-negative weights. A radius that shrinks as the atoms separate can make the denominator $R^n+R_0^n$ fall with $R$, and the force is then repulsive. Three-body dispersion terms depend on angles as well as distances, and the statement does not cover them.
